# Why the 4f Orbital Collapses Between Barium and Lanthanum: a program that tests the result

```python
# Orbital collapse of the 4f function, nonrelativistic Hartree-Fock, Hartree atomic units.
# Claim: V_eff(r) = 6/r^2 - Zeff(r)/r has two wells for l=3; the lowest f state is outer in
# Cs 4f, Ba 6s4f, Ba 4d9 4f 1P and inner in La2+ 4f, La 6s2 4f, Ba 4d9 4f 3P. The switch is an
# avoided crossing with coupling M = |Wronskian|/2 and width 4M/(sqrt(3)|s|).
# Symbols: P radial function, c = sqrt(w) P on the DVR grid, q tail charge, V[k] kernel
# r<^k/r>^(k+1), G = J - K spin-averaged field, w3 = probability inside r < 3.
import numpy as np
from numpy.polynomial import legendre as leg, Polynomial
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.signal import argrelmax
from scipy.constants import physical_constants
from pyscf import gto
EV = physical_constants['Hartree energy in eV'][0]

# finite-element Gauss-Lobatto DVR
edges = np.array([0, .02, .06, .15, .3, .55, .9, 1.4, 2, 3, 4, 5, 8, 12, 17, 24, 33, 45, 60, 80.])
p = 10
Pp = leg.Legendre.basis(p)
x = np.concatenate([[-1], np.sort(Pp.deriv().roots().real), [1]])
wx = 2/(p*(p+1)*Pp(x)**2)
Dm = Pp(x)[:, None]/(Pp(x)[None, :]*(x[:, None]-x[None, :]+np.eye(p+1)))
np.fill_diagonal(Dm, 0); Dm[0, 0] = -p*(p+1)/4; Dm[p, p] = p*(p+1)/4
nt = p*(len(edges)-1)+1
r = np.zeros(nt); w = np.zeros(nt); S = np.zeros((nt, nt))
for e in range(len(edges)-1):
    hh = edges[e+1]-edges[e]; sl = slice(e*p, e*p+p+1)
    r[sl] = edges[e]+hh*(x+1)/2; w[sl] += wx*hh/2
    S[sl, sl] += (2/hh)*Dm.T@(wx[:, None]*Dm)
r = r[1:-1]; w = w[1:-1]; n = len(r); sw = np.sqrt(w); R = edges[-1]
T2 = S[1:-1, 1:-1]/np.outer(sw, sw); T2 = (T2+T2.T)/2; kin = T2/2
V = {k: (2*k+1)*np.linalg.inv(np.outer(r, r)*T2+k*(k+1)*np.eye(n))/np.outer(sw, sw)
     + np.outer((r/R)**k, (r/R)**k)/R for k in range(7)}
gx, gw = leg.leggauss(12)
Pl = lambda l: leg.Legendre.basis(l)(gx)
W = {(l, m): sum(0.25*np.sum(gw*Pl(l)*Pl(k)*Pl(m))*V[k] for k in range(abs(l-m), l+m+1, 2))
     for l in range(4) for m in range(4)}
def G(l, D):
    return np.diag(V[0]@sum(np.diag(d) for d in D.values())) - sum(d*W[l, m] for m, d in D.items())
def lowest(F, m): return eigh(F, subset_by_index=[0, m-1])
def h1(l, Z): return kin+np.diag(l*(l+1)/(2*r*r)-Z/r)
mask3 = (r < 3-1e-9)+0.5*(abs(r-3) < 1e-9)   # elements on both sides of r=3 have equal length
w3 = lambda c: np.sum(mask3*c*c)
rmean = lambda c: np.sum(r*c*c)
assert abs(lowest(h1(3, 1), 1)[0][0]+1/32) < 1e-8
assert abs(lowest(h1(0, 57), 1)[0][0]/(-57**2/2)-1) < 1e-8

def p_term(d, singlet):
    y = -(V[0]+8/35*V[2]+2/21*V[4])@(d*d)
    return np.diag(y)+(2*np.outer(d, d)*V[1] if singlet else 0)

# independent check with analytic Gaussian integrals
al = [3.0, 2.0, 1.5, 0.8]
mol = gto.M(atom='He 0 0 0', basis={'He': [[l, [a, 1.0]] for l, a in enumerate(al)]}, verbose=0)
eri = mol.intor('int2e'); dm = np.diag([2.]*9+[0.]*7)
gao = np.einsum('ijkl,kl->ij', eri, dm)-0.5*np.einsum('ikjl,kl->ij', eri, dm)
gs = [sw*r**(l+1)*np.exp(-a*r*r) for l, a in enumerate(al)]
gs = [g/np.linalg.norm(g) for g in gs]
Dg = {l: 2*(2*l+1)*np.outer(gs[l], gs[l]) for l in range(3)}
dev = max(abs(gs[l]@G(l, Dg)@gs[l]-gao[l*l, l*l]) for l in range(4))
for sing in (0, 1):
    A = 2*sing*eri[4:9, 9:, 4:9, 9:]-eri[4:9, 4:9, 9:, 9:].transpose(0, 2, 1, 3)
    ev = np.linalg.eigvalsh(A.reshape(35, 35))
    three = [v for v in ev if np.sum(abs(ev-v) < 1e-8) == 3]
    assert len(three) == 3
    dev = max(dev, abs(three[0]-gs[3]@p_term(gs[2], sing)@gs[3]))
assert dev < 1e-6
print(f"grid points {n}; largest deviation from Gaussian integrals {dev:.1e} Ha")

# Thomas-Fermi function in t = sqrt(x)
def rhs(t, y):
    u = max(y[0], 0.0); return [2*t*y[1], 2*u**1.5, 2*u**2.5]
def e0(t, y): return y[0]
def e1(t, y): return y[1]
e0.terminal = e1.terminal = True
lo, hi = -1.7, -1.5
for _ in range(32):
    mid = (lo+hi)/2
    s_ = solve_ivp(rhs, [0, 30], [1, mid, 0], events=[e0, e1], method='DOP853', rtol=1e-11, atol=1e-13)
    if len(s_.t_events[0]): lo = mid
    else: hi = mid
s_ = solve_ivp(rhs, [0, 6], [1, mid, 0], dense_output=True, method='DOP853', rtol=1e-11, atol=1e-13)
assert abs(s_.y[2, -1]+5/7*mid) < 1e-5
tt = np.linspace(.5, 3, 20001); xp = tt**2*s_.sol(tt)[0]; b = (9*np.pi**2/128)**(1/3)
print(f"TF: phi'(0) {mid:.6f}, max x*phi {xp.max():.4f} at x {tt[xp.argmax()]**2:.3f}, b {b:.4f}")
print("TF: well opens at Z = "+", ".join(f"{(l*(l+1)/2/(b*xp.max()))**1.5:.1f} (l={l})" for l in (2, 3, 4)))
print(f"TF: max r*Zeff at Z=55 {b*xp.max()*55**(2/3):.3f} bohr")

nwall = int(np.sum(r < 5-1e-9))
def scf(Z, ns, op, fmode, F):
    """ns closed s shells, 2p-5p, 3d, 4d; op=1 adds one s electron; fmode adds one f electron."""
    occ = {0: np.array([2.]*ns+[1.]*op), 1: np.full(4, 6.), 2: np.full(2, 10.)}
    ncl = {0: ns, 1: 4, 2: 2}; m = nwall if fmode == 'in' else n
    h = {l: h1(l, Z) for l in range(4)}; hf, he = [], []
    for it in range(90):
        C = {l: lowest(F[l], len(occ[l]))[1] for l in range(3)}
        D = {l: occ[l][0]*C[l][:, :ncl[l]]@C[l][:, :ncl[l]].T for l in range(3)}
        Gc = {l: G(l, D) for l in range(4)}
        Fn = {l: h[l]+Gc[l] for l in range(4)}
        E = sum(np.sum(D[l]*(h[l]+Gc[l]/2)) for l in range(3))
        T = sum(np.sum(D[l]*h1(l, 0)) for l in range(3))
        if op:
            Do = np.outer(C[0][:, ns], C[0][:, ns]); Go = {l: G(l, {0: Do}) for l in range(4)}
            E += np.sum(Do*Fn[0]); T += np.sum(Do*kin)
            for l in range(4): Fn[l] = Fn[l]+Go[l]
            Pc = D[0]/2; Q = np.eye(n)-Pc; X = Pc@Go[0]@Do
            Fn[0] = Fn[0]-Q@Go[0]@Q+X+X.T
        cf = np.zeros(n)
        if fmode:
            cf[:m] = lowest(F[3][:m, :m], 1)[1][:, 0]; Df = np.outer(cf, cf)
            E += cf@Fn[3]@cf; T += cf@h1(3, 0)@cf
            for l in range(3): Fn[l] = Fn[l]+G(l, {3: Df})
        err = []
        for l in range(3):
            X = ((Fn[l]@C[l])*occ[l])@C[l].T; err.append((X-X.T).ravel())
        if fmode:
            X = np.outer(Fn[3][:m, :m]@cf[:m], cf[:m]); err.append((X-X.T).ravel())
        err = np.concatenate(err)
        if abs(err).max() < 3e-6: break
        hf = (hf+[Fn])[-8:]; he = (he+[err])[-8:]
        Em = np.array(he); B = Em@Em.T; d = np.sqrt(np.diag(B))
        cc = np.linalg.lstsq(B/np.outer(d, d), 1/d, rcond=1e-13)[0]/d; cc /= cc.sum()
        F = {l: sum(a*f[l] for a, f in zip(cc, hf)) for l in range(4)}
    else:
        raise AssertionError("SCF not converged")
    if fmode != 'in': assert abs(E/T+1) < 1e-6      # virial theorem
    return dict(E=E, F=Fn, C=C, cf=cf, eps=cf@Fn[3]@cf)
def shift(F, dZ): return {l: F[l]-np.diag(dZ/r) for l in F}
def zeff(F3, c, a, bb):
    k = (r > a) & (r < bb)
    return CubicSpline(r[k], 6/r[k]-r[k]*((F3-kin)@c)[k]/c[k])
def wells(name, F3, c):
    rr = np.linspace(.25, 7, 2701); z = zeff(F3, c, .2, 8.1)(rr); U = 6/rr**2-z/rr
    mx = argrelmax(U)[0]; top = None; txt = "no barrier"
    if len(mx):
        i = mx[np.argmax(U[mx])]; top = U[i]; txt = f"barrier {top:.3f} Ha at {rr[i]:.2f} bohr"
    g = (rr*z)[rr < 1.2].max()
    print(f"  {name}: Vmin {U.min():.3f} Ha at {rr[U.argmin()]:.2f} bohr, {txt}, hump rZeff {g:.2f}")
    return U.min(), top, g

guess = {l: h1(l, 0)-np.diag((1+54/(1+.55*r*55**(1/3)/b)**2)/r) for l in range(4)}
cs1 = scf(55, 5, 0, None, guess)
ba2 = scf(56, 5, 0, None, shift(cs1['F'], 1))
la3 = scf(57, 5, 0, None, shift(ba2['F'], 1))
print("frozen [Xe] core + f electron (eps, hydrogenic in Ha; <r> in bohr)")
fz = {}
for name, ion, q in (("Cs", cs1, 1), ("Ba+", ba2, 2), ("La2+", la3, 3)):
    ee, c = lowest(ion['F'][3], 1); c = c[:, 0]
    print(f"{name}: E_core {ion['E']:.4f}, eps {ee[0]:.5f}, hydrogenic {-q*q/32:.5f}, <r> {rmean(c):.3f}, w3 {w3(c):.4f}")
    fz[name] = (ee[0], c, wells(name, ion['F'][3], c))
e_, c_, (vm, top, g) = fz["Cs"]
assert abs(e_+1/32) < 5e-4 and rmean(c_) > 17 and vm < e_ and top > 0 and g > 6
e_, c_, _ = fz["La2+"]
assert rmean(c_) < 2.5 and e_ < -9/32-0.05
hfd = .002; rf = np.arange(.03, 20, hfd)[1:]
efd = eigh_tridiagonal(1/hfd**2+6/rf**2-zeff(la3['F'][3], c_, .015, 24.5)(rf)/rf,
                       np.full(len(rf)-1, -.5/hfd**2), select='i', select_range=(0, 0))[0][0]
assert abs(efd-e_) < 5e-4
print(f"La2+ local V_eff solved by finite differences: eps {efd:.5f} Ha")

print("neutral atoms, full SCF; dE = E(atom) - E(relaxed ion)")
la1 = scf(57, 6, 0, None, la3['F'])
la_in = scf(57, 6, 0, 'in', {**la1['F'], 3: la3['F'][3]})
la = scf(57, 6, 0, 'free', la_in['F'])
ba1 = scf(56, 5, 1, None, ba2['F'])
ba_out = scf(56, 5, 1, 'free', ba1['F'])
ba_in = scf(56, 5, 1, 'in', {**shift(la['F'], -1), 3: la['F'][3]})
print(f"E(Ba+ 6s) {ba1['E']:.5f} Ha, E(La+ 6s2) {la1['E']:.5f} Ha")
for name, a, ion in (("Ba 6s4f free", ba_out, ba1), ("Ba 6s4f r<5", ba_in, ba1),
                     ("La 6s2 4f free", la, la1), ("La 6s2 4f r<5", la_in, la1)):
    dE = a['E']-ion['E']
    print(f"{name}: dE {dE:.5f} Ha = {dE*EV:.3f} eV, eps {a['eps']:.5f} Ha, <r> {rmean(a['cf']):.3f} bohr, w3 {w3(a['cf']):.4f}")
vm, top, g = wells("Ba 6s4f", ba_out['F'][3], ba_out['cf'])
assert vm < ba_out['eps'] < top
wells("La 6s2 4f", la['F'][3], la['cf'])
ee, c = lowest(la1['F'][3], 1)
print(f"f electron on frozen La+ 6s2: eps {ee[0]:.5f} Ha, <r> {rmean(c[:, 0]):.3f} bohr")
print(f"<r> of 5p: La+ {rmean(la1['C'][1][:, 3]):.4f} bohr, La {rmean(la['C'][1][:, 3]):.4f} bohr")
assert rmean(la['C'][1][:, 3]) > rmean(la1['C'][1][:, 3]) and la['eps'] < ee[0]-0.05
assert rmean(ba_out['cf']) > 12 and abs(ba_out['E']-ba1['E']+1/32) < 6e-3 and ba_in['E'] > ba_out['E']
assert rmean(la['cf']) < 2 and la['E']-la1['E'] < -0.05 and -1e-6 < la_in['E']-la['E'] < 0.01

print("4d9 f terms, frozen ground orbitals (eps in Ha from 4d threshold; share of line strength)")
ba0 = scf(56, 6, 0, None, ba1['F']); tm = {}
for name, a in (("Ba", ba0), ("Ba2+", ba2), ("La3+", la3)):
    d4 = a['C'][2][:, 1]
    for sing, lab in ((0, "3P"), (1, "1P")):
        ee, c = lowest(a['F'][3]+p_term(d4, sing), 2)
        sh = (c.T@(r*d4))**2/np.sum(r*r*d4*d4); tm[name, lab] = (ee[0], c[:, 0], sh[0])
        tail = f", share 4f {sh[0]:.2e}, 5f {sh[1]:.2e}" if sing else \
            f", 2G1 {2*(c[:, 0]*d4)@V[1]@(c[:, 0]*d4):.4f} Ha, eps4d {d4@a['F'][2]@d4:.4f}"
        print(f"{name} {lab}: eps {ee[0]:.5f}, <r> {rmean(c[:, 0]):.3f}, w3 {w3(c[:, 0]):.4f}{tail}")
assert rmean(tm["Ba", "3P"][1]) < 2 and rmean(tm["Ba", "1P"][1]) > 10
assert tm["Ba", "1P"][2] < 0.01 and tm["Ba2+", "1P"][2] > 20*tm["Ba", "1P"][2]
assert tm["La3+", "1P"][2] > tm["Ba2+", "1P"][2] and rmean(tm["Ba2+", "1P"][1]) < 6
s6 = ba0['C'][0][:, 5]; c = tm["Ba", "3P"][1]
pred = -c@G(3, {0: 2*np.outer(s6, s6)})@c; true = tm["Ba2+", "3P"][0]-tm["Ba", "3P"][0]
print(f"3P shift Ba to Ba2+: computed {true:.4f}, first order {pred:.4f}, -2<1/r>6s {-2*np.sum(s6*s6/r):.4f} Ha")
assert abs(pred/true-1) < 0.15

# model V = 6/r^2 - q/r - N exp(-r/a)/r
a0 = 0.35
Vm = lambda rr, N, q: 6/rr**2-q/rr-N*np.exp(-rr/a0)/rr
def diab(N):
    U = Vm(r, N, 1)
    ei, ci = lowest(kin+np.diag(np.where(r < 4, U, Vm(4., N, 1))), 1)
    eo, co = lowest(kin+np.diag(np.where(r > 1.4, U, np.maximum(U, Vm(1.4, N, 1)))), 1)
    return ei[0], eo[0], ci[:, 0], co[:, 0]
def dd(N):
    t = diab(N); return t[0]-t[1]
Nc = brentq(dd, 40, 70, xtol=1e-9)
ei, eo, ci, co = diab(Nc)
k = (r > 2-1e-9) & (r < 3+1e-9)
fi = Polynomial.fit(r[k], ci[k]/sw[k], p); fo = Polynomial.fit(r[k], co[k]/sw[k], p)
wr = lambda t: abs(fi(t)*fo.deriv()(t)-fo(t)*fi.deriv()(t))/2
M = wr(2.5); assert abs(wr(2.2)/wr(2.8)-1) < 1e-3
slope = -np.sum((ci*ci-co*co)*np.exp(-r/a0)/r)
assert abs((dd(Nc+1e-3)-dd(Nc-1e-3))/2e-3/slope-1) < 1e-2
exact = lambda N, q, m: lowest(kin+np.diag(Vm(r, N, q)), m)
def gap(N):
    t = exact(N, 1, 2)[0]; return t[1]-t[0]
mn = minimize_scalar(gap, bounds=(Nc-.03, Nc+.03), method='bounded', options={'xatol': 1e-7})
rr = np.linspace(.6, 5, 4401); U = Vm(rr, Nc, 1)
print(f"model a {a0} bohr, q 1: diabatic crossing N {Nc:.4f}, E {eo:.5f} Ha, barrier {U.max():.3f} Ha at {rr[U.argmax()]:.2f} bohr")
print(f"at r 2.5: phi_in {abs(fi(2.5)):.4e}, phi_out {abs(fo(2.5)):.4e}; <r> in {rmean(ci):.3f}, out {rmean(co):.3f} bohr")
print(f"2M {2*M:.4e} Ha; exact minimum gap {mn.fun:.4e} Ha = {mn.fun*EV:.4f} eV at N {mn.x:.4f}; slope {slope:.4f} Ha")
assert abs(mn.fun/(2*M)-1) < 0.05
wid = []
for q in (1, 2, 3):
    N1, N3 = (brentq(lambda N: w3(exact(N, q, 1)[1][:, 0])-t, 20, 70, xtol=1e-8) for t in (.25, .75))
    wid.append(N3-N1)
    print(f"model q {q}: w3=1/4 at N {N1:.4f}, w3=3/4 at N {N3:.4f}, width {N3-N1:.4e}")
two = 4*M/(np.sqrt(3)*abs(slope))
print(f"two-level width for q 1: {two:.4e}; 4f-5f hydrogenic spacing {1/32-1/50:.5f} Ha")
assert abs(wid[0]/two-1) < 0.08 and wid[1] > 5*wid[0] and wid[2] > 2*wid[1]
print("no test failed")
```

Running it gives:

```
grid points 189; largest deviation from Gaussian integrals 1.9e-12 Ha
TF: phi'(0) -1.588071, max x*phi 0.4863 at x 2.104, b 0.8853
TF: well opens at Z = 18.4 (l=2), 52.0 (l=3), 111.9 (l=4)
TF: max r*Zeff at Z=55 6.227 bohr
frozen [Xe] core + f electron (eps, hydrogenic in Ha; <r> in bohr)
Cs: E_core -7553.8103, eps -0.03128, hydrogenic -0.03125, <r> 17.964, w3 0.0001
  Cs: Vmin -2.935 Ha at 0.43 bohr, barrier 0.390 Ha at 1.73 bohr, hump rZeff 6.70
Ba+: E_core -7883.0589, eps -0.13099, hydrogenic -0.12500, <r> 7.708, w3 0.0717
  Ba+: Vmin -4.021 Ha at 0.41 bohr, barrier 0.032 Ha at 1.91 bohr, hump rZeff 6.94
La2+: E_core -8219.8622, eps -0.61895, hydrogenic -0.28125, <r> 1.274, w3 0.9639
  La2+: Vmin -5.240 Ha at 0.39 bohr, barrier -0.377 Ha at 2.22 bohr, hump rZeff 7.24
La2+ local V_eff solved by finite differences: eps -0.61892 Ha
neutral atoms, full SCF; dE = E(atom) - E(relaxed ion)
E(Ba+ 6s) -7883.39189 Ha, E(La+ 6s2) -8220.83156 Ha
Ba 6s4f free: dE -0.03150 Ha = -0.857 eV, eps -0.03150 Ha, <r> 17.669 bohr, w3 0.0003
Ba 6s4f r<5: dE 0.10825 Ha = 2.946 eV, eps 0.00013 Ha, <r> 1.428 bohr, w3 0.9443
La 6s2 4f free: dE -0.23225 Ha = -6.320 eV, eps -0.37863 Ha, <r> 1.142 bohr, w3 0.9831
La 6s2 4f r<5: dE -0.23140 Ha = -6.297 eV, eps -0.37918 Ha, <r> 1.127 bohr, w3 0.9869
  Ba 6s4f: Vmin -3.794 Ha at 0.41 bohr, barrier 0.253 Ha at 1.95 bohr, hump rZeff 6.87
  La 6s2 4f: Vmin -5.157 Ha at 0.39 bohr, barrier 0.001 Ha at 2.58 bohr, hump rZeff 7.17
f electron on frozen La+ 6s2: eps -0.10547 Ha, <r> 1.395 bohr
<r> of 5p: La+ 1.8071 bohr, La 1.8962 bohr
4d9 f terms, frozen ground orbitals (eps in Ha from 4d threshold; share of line strength)
Ba 3P: eps -0.61224, <r> 1.062, w3 0.9929, 2G1 1.1263 Ha, eps4d -4.0015
Ba 1P: eps -0.03287, <r> 15.985, w3 0.0035, share 4f 1.24e-03, 5f 1.32e-03
Ba2+ 3P: eps -1.03728, <r> 1.058, w3 0.9934, 2G1 1.1294 Ha, eps4d -4.4282
Ba2+ 1P: eps -0.33612, <r> 3.810, w3 0.3747, share 4f 1.70e-01, 5f 1.07e-01
La3+ 3P: eps -1.75507, <r> 0.946, w3 0.9983, 2G1 1.2395 Ha, eps4d -5.3833
La3+ 1P: eps -0.76246, <r> 1.820, w3 0.8699, share 4f 5.87e-01, 5f 1.06e-01
3P shift Ba to Ba2+: computed -0.4250, first order -0.4458, -2<1/r>6s -0.4673 Ha
model a 0.35 bohr, q 1: diabatic crossing N 54.2198, E -0.03125 Ha, barrier 1.924 Ha at 1.08 bohr
at r 2.5: phi_in 7.9346e-02, phi_out 4.7522e-03; <r> in 0.619, out 17.999 bohr
2M 8.0866e-04 Ha; exact minimum gap 8.0718e-04 Ha = 0.0220 eV at N 54.2196; slope -0.6274 Ha
model q 1: w3=1/4 at N 54.2189, w3=3/4 at N 54.2204, width 1.5022e-03
model q 2: w3=1/4 at N 50.8756, w3=3/4 at N 50.9145, width 3.8939e-02
model q 3: w3=1/4 at N 47.0090, w3=3/4 at N 47.3381, width 3.2914e-01
two-level width for q 1: 1.4884e-03; 4f-5f hydrogenic spacing 0.01125 Ha
no test failed
```
